# Optical Zeeman pattern of a silicon T centre

## Definitions and conventions

Gaussian units are used, with \(\mu_B=e\hbar/2mc>0\). The magnetic field is \(B\mathbf b\), with \(|\mathbf b|=1\); numerical fields are in tesla. Spin and orbital angular momenta are in units of \(\hbar\), and \(\boldsymbol\sigma\) denotes the Pauli matrices. A hat on a vector is not needed: \(\mathbf b\) and the real linear polarization \(\boldsymbol\varepsilon\) are unit vectors.

The T centre is a carbon–carbon–hydrogen defect in silicon. The model assumes the following.

1. The ground state has one unpaired electron with isotropic factor \(g_e>0\), so \(H_g=\tfrac12 g_e\mu_BB\,\mathbf b\cdot\boldsymbol\sigma\).
2. In the excited state two electrons fill the same defect orbital as a spin singlet, and a hole is bound to them. The singlet has no spin Zeeman energy and no spin exchange with the hole.
3. The hole comes from \(p\)-like valence orbitals, with effective orbital momentum \(L=1\) and spin \(\mathbf S=\boldsymbol\sigma/2\). Spin–orbit coupling isolates the quartet \(J=3/2\), on which
\[
H_h=\mathbf J\cdot Q\mathbf J+g_0\mu_BB\,\mathbf b\cdot\mathbf J .
\]
Here \(Q\) is real, symmetric and traceless; a trace would only shift the energy. It describes the low-symmetry defect field.
4. The defect orbital is \(s\)-like for the optical dipole. The centre has one mirror plane, taken as \((1\bar10)\) for the representative orientation.

In the real orbital basis, \((L_k)_{ij}=-i\epsilon_{kij}\). Write \(\|Q\|=\sqrt{\mathrm{Tr}\,Q^2}\), assumed nonzero.

## Theorem

Let
\[
N=-\sqrt6\,Q/\|Q\|,\qquad \mathbf w=(1+N)\mathbf b,\qquad g_h=|g_0||\mathbf w| .
\]
The quartet splits at zero field into two Kramers doublets separated by \(\Delta=\sqrt6\,\|Q\|\). For \(|g_0|\mu_BB\ll\Delta\), transitions from the ground spin to the lower doublet have, to first order in \(B\), the energies
\[
E_{ts}=E_0+\tfrac12\mu_BB(tg_h-sg_e),\qquad t,s=\pm1 .
\]
Thus one orientation gives inner lines at \(\pm\tfrac12(g_h-g_e)\mu_BB\) and outer lines at \(\pm\tfrac12(g_h+g_e)\mu_BB\). If \(g_h>0\), their strengths in the weak-field limit, summed over three orthogonal polarizations, are
\[
I_{ts}=\frac12\left(1+ts\,\frac{g_h}{3g_0}\right).
\]
The unit of strength is the squared dipole element between a \(p\) orbital and the defect orbital.

The proof first constructs the hole states, then projects their Zeeman energy and dipole.

## Lemma 1: spin of the created hole

Let \(|F\rangle\) be the filled valence shell, \(a_s^\dagger\) create a defect electron, and \(v_{\varepsilon s}\) remove a valence electron from the orbital along \(\boldsymbol\varepsilon\). With the orbital dipole element set to one, \(D_\varepsilon=\sum_s a_s^\dagger v_{\varepsilon s}\). Anticommutation and the exclusion principle give
\[
D_\varepsilon a_\uparrow^\dagger|F\rangle
=-a_\downarrow^\dagger a_\uparrow^\dagger v_{\varepsilon\downarrow}|F\rangle
=a_\uparrow^\dagger a_\downarrow^\dagger v_{\varepsilon\downarrow}|F\rangle,
\]
\[
D_\varepsilon a_\downarrow^\dagger|F\rangle
=-a_\uparrow^\dagger a_\downarrow^\dagger v_{\varepsilon\uparrow}|F\rangle .
\]
Define the hole states \(|\varepsilon,\uparrow\rangle=v_{\varepsilon\downarrow}|F\rangle\) and \(|\varepsilon,\downarrow\rangle=-v_{\varepsilon\uparrow}|F\rangle\). Removing a down spin leaves spin \(+1/2\). Moreover, \([S_-,v_{\varepsilon\downarrow}]=-v_{\varepsilon\uparrow}\), so \(S_-\) takes the first hole state to the second with the standard sign. Hence absorption takes ground spin \(|s\rangle\) to singlet \(\otimes\,|\varepsilon,s\rangle\).

The same description fixes the sign of the hole Zeeman energy. A valence one-electron matrix \(h\) acts on the states \(v_m|F\rangle\) as \(-h^T\), apart from its trace. Since \(L_k^T=-L_k\), the orbital matrix becomes \(L_k\). For spin, the change of basis above gives \(\sigma_y(-\sigma_k^T)\sigma_y=\sigma_k\). An electron energy \(\mu_BB\,\mathbf b\cdot(g_L\mathbf L+g_S\mathbf S)\) therefore keeps its form for the hole. Spin–orbit coupling, a product of the two momenta, changes sign, which makes the top valence quartet the lowest hole quartet. In its stretched state \(L_z=1\), \(S_z=1/2\) and \(J_z=3/2\), whence \(g_0=(2g_L+g_S)/3\). \(\square\)

## Lemma 2: the two hole doublets

Write a hole state as \(\sum_i|i\rangle\Psi_i\), where each \(\Psi_i\) is a spinor. The \(J=1/2\) states are \(\sum_i|i\rangle\sigma_i\chi\), because contracting two vectors leaves the rotation law of the spinor \(\chi\). Orthogonality to all of them requires \(\sum_i\sigma_i\Psi_i=0\). Consider
\[
\Psi_i^\tau=\sum_jK_{ij}\sigma_j|\tau\rangle ,
\]
with \(K\) real and symmetric. The condition is \(\sum_{ij}K_{ij}\sigma_i\sigma_j=\mathrm{Tr}K=0\), and normalization requires \(\mathrm{Tr}K^2=1\).

Choose the principal frame of \(Q\) and diagonal \(K\), with elements \(\kappa_i\). Traceless diagonal matrices have two independent directions. Two orthogonal choices, each with two pseudospin states \(|\tau\rangle\), give four orthonormal states, which span the quartet.

To find the defect energy, note that \(\mathbf J\cdot Q\mathbf J\) and \(\mathbf L\cdot Q\mathbf L\) are rank-two tensor operators. The Wigner–Eckart theorem makes them proportional within \(J=3/2\). In the stretched state,
\[
J_z^2-\tfrac54=1,\qquad L_z^2-\tfrac23=\tfrac13,
\]
so \(\mathbf J\cdot Q\mathbf J=3P(\mathbf L\cdot Q\mathbf L)P\), with \(P\) the quartet projector. Also
\[
(L_kL_l)_{ij}=\delta_{kl}\delta_{ij}-\delta_{kj}\delta_{il},
\]
which gives \((\mathbf L\cdot Q\mathbf L)_{ij}=-Q_{ij}\) for traceless \(Q\). Between two diagonal choices \(K',K\), the energy matrix is \(-3\,\mathrm{Tr}(K'QK)\) times the pseudospin identity. Its eigenvalues are therefore the extrema of \(-3\,\mathrm{Tr}(QK^2)\).

All allowed \(\kappa_i\) may be written
\[
\kappa_k=\sqrt{\tfrac23}\cos\left(\phi+\tfrac{2\pi k}{3}\right),\qquad k=0,1,2 .
\]
Set \(N=2-6K^2\). Its elements are \(-2\cos(2\phi+4\pi k/3)\), so \(\mathrm{Tr}N=0\) and \(\mathrm{Tr}N^2=6\). Varying \(\phi\) gives every diagonal \(N\) with these traces. Since \(K^2=(2-N)/6\), the energy becomes \(\tfrac12\mathrm{Tr}(QN)\). The Cauchy–Schwarz inequality gives its minimum \(-\tfrac12\sqrt6\,\|Q\|\) at \(N=-\sqrt6Q/\|Q\|\). The maximum has the opposite \(N\) and energy. Their separation is \(\Delta=\sqrt6\|Q\|\). \(\square\)

## Lemma 3: projected angular momentum

In the lower doublet, \(J_k\) is represented by \(-\tfrac12(1+N_k)\sigma_k\) in the principal frame.

For \((k,i,j)\) cyclic, the spin part is
\[
\tfrac12\sum_l\kappa_l^2\sigma_l\sigma_k\sigma_l
=\tfrac12(\kappa_k^2-\kappa_i^2-\kappa_j^2)\sigma_k
=\tfrac12(2\kappa_k^2-1)\sigma_k .
\]
The orbital part is
\[
-i\kappa_i\kappa_j(\sigma_i\sigma_j-\sigma_j\sigma_i)
=2\kappa_i\kappa_j\sigma_k=(2\kappa_k^2-1)\sigma_k .
\]
The last equality follows from \((\kappa_i+\kappa_j)^2=\kappa_k^2\) and \(\mathrm{Tr}K^2=1\). Adding the parts gives
\[
J_k\to\left(3\kappa_k^2-\tfrac32\right)\sigma_k
=-\tfrac12(1+N_k)\sigma_k . \qquad\square
\]

## Proof of the theorem

Lemma 3 gives the Zeeman matrix \(-\tfrac12g_0\mu_BB\,\mathbf w\cdot\boldsymbol\sigma\). Its eigenvalues are \(\pm\tfrac12g_h\mu_BB\). Subtracting the ground energies \(\tfrac12sg_e\mu_BB\) gives the stated line energies; the zero-field energy \(-\Delta/2\) belongs to \(E_0\).

For the strengths, Lemmas 1 and 2 give the dipole matrix
\[
\langle\tau|D_\varepsilon|s\rangle
=\langle\tau|\mathbf v\cdot\boldsymbol\sigma|s\rangle,\qquad
\mathbf v=K\boldsymbol\varepsilon .
\]
The hole eigenstate with energy sign \(t\) has spin projector \(\tfrac12(1+t\mathbf n\cdot\boldsymbol\sigma)\), where \(\mathbf n=-\mathrm{sgn}(g_0)\mathbf w/|\mathbf w|\). The ground projector is \(\tfrac12(1+s\mathbf b\cdot\boldsymbol\sigma)\). Using
\[
(\mathbf v\cdot\boldsymbol\sigma)(\mathbf b\cdot\boldsymbol\sigma)(\mathbf v\cdot\boldsymbol\sigma)
=2(\mathbf v\cdot\mathbf b)\mathbf v\cdot\boldsymbol\sigma-v^2\mathbf b\cdot\boldsymbol\sigma ,
\]
the trace of the projected dipole product yields
\[
I_{ts}(\boldsymbol\varepsilon)=\frac12\left[v^2+ts\,\mathrm{sgn}(g_0)
\frac{v^2\,\mathbf b\cdot\mathbf w-2(\mathbf v\cdot\mathbf b)(\mathbf v\cdot\mathbf w)}{|\mathbf w|}\right].
\]
Over three orthogonal polarizations, \(\sum v_iv_j=(K^2)_{ij}\). Thus \(\sum v^2=1\), and the summed fraction is
\[
\frac{\mathbf b\cdot\mathbf w-\frac13\mathbf b\cdot(2-N)\mathbf w}{|\mathbf w|}
=\frac{\mathbf b\cdot(1+N)\mathbf w}{3|\mathbf w|}=\frac{|\mathbf w|}{3}.
\]
Since \(\mathrm{sgn}(g_0)|\mathbf w|=g_h/g_0\), this proves the strength law. \(\square\)

## Corollary: polarization perpendicular to the field

If \(\boldsymbol\varepsilon\perp\mathbf b\), then
\[
I_{ts}(\boldsymbol\varepsilon)=\frac{2-\boldsymbol\varepsilon\cdot N\boldsymbol\varepsilon}{12}(1+tsC),\qquad
C=\mathrm{sgn}(g_0)\frac{\mathbf b\cdot\mathbf w}{|\mathbf w|}.
\]
To prove this, use the Cayley–Hamilton identity \(K^3=\tfrac12K+\det K\), valid for \(\mathrm{Tr}K=0\), \(\mathrm{Tr}K^2=1\). It gives \(K(1+N)=3K-6K^3=-6\det K\). Hence \(\mathbf v\cdot\mathbf w=-6\det K\,\boldsymbol\varepsilon\cdot\mathbf b=0\), while \(v^2=\boldsymbol\varepsilon\cdot K^2\boldsymbol\varepsilon\). Turning the polarization about the field can then change the total strength of one orientation, but not its inner-to-outer ratio.

## Remarks on symmetry and limits

**Equal mirror lines.** In the weak-field limit, reversing both \(t\) and \(s\) leaves \(I_{ts}\) unchanged. This does not require the \(s\)–\(p\) dipole. For real \(\boldsymbol\varepsilon\), a time-even dipole matrix \(D=d_0+\mathbf d\cdot\boldsymbol\sigma\) satisfies \(D=\sigma_yD^*\sigma_y\), with suitable phases of the doublets. Therefore \(d_0\) is real and \(\mathbf d\) imaginary, so \(D\) is a real number times a spin rotation. Its strengths depend on the two spin signs through \(ts\). Circular light combines two such matrices with complex coefficients, so mirror lines can then differ.

**Axial limits.** Put \(N_k=2\cos(\theta+2\pi k/3)\). At \(\theta=0\) the signed principal factors are \(g_0(3,0,0)\), up to a common sign: the \(J_z=\pm3/2\) doublet. With the field perpendicular to its axis, \(g_h=0\), and the first-order pattern has two positions, \(\pm\tfrac12g_e\mu_BB\). At \(\theta=60^\circ\) the factors are \(g_0(2,-1,2)\): the \(\pm1/2\) doublet, still split in every direction. When \(g_h=g_e\), the inner lines meet at the centre. Reversing \(g_0\) exchanges inner and outer strengths without moving the lines.

**Number of orientations.** The 24 operations of \(T_d\), taken modulo the defect mirror, produce 12 tensors. Because \(g_h\) is even in \(\mathbf b\), one may count field axes in the defect frame; the mirror exchanges \(x\) and \(y\).

- For [001], \(z\) is fixed while \(x,y\) are exchanged: multiplicities 4 and 8.
- For [111], two axes are fixed and two exchanged: 3, 3 and 6.
- For [110], two axes are fixed and four form two pairs: 2, 2, 4 and 4.

These give 8, 12 and 16 lines, barring coincidences. Averaging \((1+N)^2\) over \(T_d\) makes it isotropic, hence
\[
\overline{g_h^2}=\frac{g_0^2}{3}\mathrm{Tr}(1+N)^2=3g_0^2 .
\]

**Quadratic correction.** Mixing with the upper doublet has a time-even second-order matrix, which must be a multiple of the identity in a Kramers doublet. Its size follows from the mean of \(J_b^2\), where \(J_b=\mathbf b\cdot\mathbf J\), minus the part that remains in the lower doublet. Applying Lemma 2 to the tensor \(b_ib_j-\delta_{ij}/3\) gives \(\langle J_b^2\rangle=\tfrac54+\tfrac12\mathbf b\cdot N\mathbf b\). Therefore
\[
\delta E=-\frac{(g_0\mu_BB)^2}{\Delta}
\left[\langle J_b^2\rangle-\tfrac14|\mathbf w|^2\right]
=-\frac{(g_0\mu_BB)^2}{\Delta}\left[1-\tfrac14\mathbf b\cdot N^2\mathbf b\right].
\]
All four lines of an orientation move together; within this quartet model their splittings first change at third order.

## Worked example

Take \(E_0=935\) meV (1326 nm in vacuum), \(\Delta=1.80\) meV, \(g_e=2.00\), \(g_0=1.20\), \(\theta=20^\circ\), \(B=1\) T and temperature 4 K. The large-\(g\) axis lies in the mirror plane, 30° from [001] towards [110]. The principal hole factors have magnitudes 3.46, 0.64 and 0.78; the second belongs to the mirror normal.

For the representative orientation with field along \(z\), the third column of \(N\) gives
\[
\mathbf w=(0.6818,\,0.6818,\,2.3227),\quad |\mathbf w|=2.515,\quad g_h=1.20(2.515)=3.018 .
\]
Since \(\mu_BB=57.88\) µeV, the offsets are
\[
\tfrac12(3.018-2)(57.88)=29.5\ \text{µeV},\qquad
\tfrac12(3.018+2)(57.88)=145.2\ \text{µeV},
\]
or 7.1 and 35.1 GHz, each with both signs. Four orientations share this pattern. For the other eight, the first column gives \(\mathbf w=(0.3386,0.8707,0.6818)\), \(g_h=1.388\), and offsets of magnitude 17.7 and 98.1 µeV (4.3 and 23.7 GHz). The mean square is \([4(3.018)^2+8(1.388)^2]/12=4.32=3g_0^2\).

The summed strength of each inner line in the first group is \(\tfrac12(1+3.018/3.60)=0.919\), against 0.081 for an outer line. For \(\boldsymbol\varepsilon\parallel[110]\), the corollary gives \(C=2.3227/2.515=0.924\). Over these four orientations the \(xy\) term of \(N\) cancels, so the mean of \(\boldsymbol\varepsilon\cdot N\boldsymbol\varepsilon\) is \(-0.6614\). Each inner line therefore has group strength \(4(2.6614/12)(1.924)=1.71\), and each outer line 0.068.

These strengths are weak-field values. Mixing with the upper doublet changes them at first order in \(|g_0|\mu_BB/\Delta\), which is 0.04 here. At 1 T the two outer lines of the first group have summed strengths 0.090 and 0.073 instead of 0.081 each.

The assumed ensemble linewidth is 4 µeV. At [001] the smallest line gap is 11 µeV, but at [111] it is 1.8 µeV. There two hole factors, 0.842 and 3.155, lie almost equally far from \(g_e\), so their inner offsets nearly coincide. Their different quadratic shifts, −2.58 and −0.71 µeV, set the gap: they differ by 1.87 µeV, and the 0.08 µeV difference of the inner offsets reduces this to 1.79 µeV. This is the second-order value; the exact quartet levels give 1.77 µeV. A gap this small lies within the neglected terms estimated below, so its value is not a secure prediction. The [001] gap is also sensitive: the cubic term below moves it to 17.5 µeV for coefficient +0.03 and to 4.5 µeV, about the linewidth, for −0.03. The numerical output lists all three directions.

At 4 K, thermal equilibrium gives a ground-spin polarization of 0.166. The lower and upper spin populations are 0.583 and 0.417, so mirror lines have unequal absorption even where their dipole strengths agree, as they do in the weak-field limit.

## Relation to real centres and accuracy

The zero-phonon energy, doublet gap and electron factor are example inputs, chosen near the rough values 0.94 eV, 1.8 meV and 2.0 for the silicon T centre, whose hole factor varies roughly from one to three and a half. The values of \(g_0\), \(\theta\) and the tilt are model choices, not a fit. So is the \(s\)-like dipole of the defect orbital. An orbital that is odd under the mirror, such as a carbon \(p\) orbital normal to it, would leave the line energies and the weak-field equality of mirror lines intact, but would change the strength formulas. Real devices contain strain, which changes \(Q\). If strain alone would split the quartet by \(\eta\Delta\), with \(\eta\ll1\), then \(\|\delta N\|\le\sqrt6\,\eta\). The largest eigenvalue magnitude of a traceless \(3\times3\) symmetric matrix is at most \(\sqrt{2/3}\) times its norm, so \(|\delta g_h|\le2|g_0|\eta\). A line offset from the centre then moves by at most \(|g_0|\mu_BB\eta=69\eta\) µeV here, to first order in \(\eta\). Strain also moves \(E_0\).

Other corrections were sized at 1 T over the three field directions. A cubic hole term \(0.03\,\mu_BB\sum_i b_iJ_i^3\) moves a line by up to 4.9 µeV. Mixing with a split-off band 44 meV away, for \(g_L=0.8\) and \(g_S=2\), contributes up to 1.8 µeV. The coefficient 0.03 and the 44 meV spacing are assumed; the latter is the free-band value, and a smaller spacing for the bound hole would raise the shift roughly in inverse proportion. The largest quadratic centre shift is 2.6 µeV, and the higher-order line shift is below 0.1 µeV. A diamagnetic estimate \(e^2B^2\langle\rho^2\rangle/(8m_hc^2)\), where \(\langle\rho^2\rangle\) is two thirds of the squared rms radius, gives 0.4 µeV for radius 3 nm and \(m_h=0.3m\). An electron-factor anisotropy of 0.001 gives 0.03 µeV.

The cubic term is small beside the 145 µeV outer offset, but it changes the smallest inner offsets, 4.2 µeV for [110] and 5.2 µeV for [111], by about 1.9 and 3.1 µeV, roughly half their size. For those lines the model does not securely predict the separation. A cubic term of this size does not by itself reverse the sign of \(g_h-g_e\) there. A coefficient near 0.065 for [110] or 0.051 for [111] would, and for the [110] lines so could strain with \(\eta\) near 0.08.

## Calculated quantities

```
Zero-phonon energy = 935.0 meV
Vacuum wavelength = 1326.0 nm
Hole-doublet gap = 1.80 meV
ge = 2.00, g0 = 1.20 (dimensionless)
theta = 20.0 deg, axis tilt = 30.0 deg
Field = 1.00 T, temperature = 4.0 K
muB*B = 57.884 micro-eV
Signed principal hole g (large, normal, third) = 3.4553 -0.6385 0.7832 (dimensionless)
N row 1 = -0.6614 0.8707 0.6818 (dimensionless)
N row 2 = 0.8707 -0.6614 0.6818 (dimensionless)
N row 3 = 0.6818 0.6818 1.3227 (dimensionless)
K row 1 = 0.1314 -0.6359 0.1481 (dimensionless)
K row 2 = -0.6359 0.1314 0.1481 (dimensionless)
K row 3 = 0.1481 0.1481 -0.2627 (dimensionless)
Orientation mean of gh^2 = 4.3200 (dimensionless)
Rows: n=orientations; in,out=half-splittings in micro-eV;
 s_in,s_out=polarization-summed strength per line, dimensionless;
 shift=quadratic centre shift in micro-eV
B [001] n=8 gh=1.3879 in=-17.72 out=98.05 s_in=0.693 s_out=0.307 shift=-1.57
B [001] n=4 gh=3.0179 in=29.46 out=145.23 s_in=0.919 s_out=0.081 shift=-0.89
B [001]: 8 lines, smallest gap = 11.06 micro-eV
B [111] n=3 gh=0.8419 in=-33.52 out=82.25 s_in=0.617 s_out=0.383 shift=-2.58
B [111] n=6 gh=1.8187 in=-5.25 out=110.52 s_in=0.753 s_out=0.247 shift=-1.03
B [111] n=3 gh=3.1553 in=33.44 out=149.20 s_in=0.938 s_out=0.062 shift=-0.71
B [111]: 12 lines, smallest gap = 1.79 micro-eV
B [110] n=2 gh=0.6385 in=-39.40 out=76.36 s_in=0.589 s_out=0.411 shift=-1.11
B [110] n=4 gh=1.4315 in=-16.45 out=99.31 s_in=0.699 s_out=0.301 shift=-1.93
B [110] n=2 gh=1.8560 in=-4.17 out=111.60 s_in=0.758 s_out=0.242 shift=-2.03
B [110] n=4 gh=2.9974 in=28.87 out=144.63 s_in=0.916 s_out=0.084 shift=-0.53
B [110]: 16 lines, smallest gap = 8.33 micro-eV
B [001], gh=1.3879: in=-4.28 GHz, out=23.71 GHz
 eps [110], group sum per line: inner=1.4387, outer=0.7870 (dimensionless)
B [001], gh=3.0179: in=7.12 GHz, out=35.12 GHz
 eps [110], group sum per line: inner=1.7065, outer=0.0678 (dimensionless)
Largest quadratic centre shift = 2.58 micro-eV
Largest higher-order line shift = 0.066 micro-eV
Split-off energy assumed = 44.0 meV
Orbital and spin factors assumed: gL=0.80, gS=2.00
Largest split-off-mixing line shift = 1.76 micro-eV
Cubic J^3 coefficient assumed = 0.030 (dimensionless)
Largest cubic-term line shift = 4.86 micro-eV
Hole rms radius = 3.0 nm, mass = 0.30 m
Diamagnetic shift estimate = 0.44 micro-eV
Electron-g anisotropy assumed = 0.001 (dimensionless)
Electron-anisotropy line shift = 0.029 micro-eV
Thermal energy = 344.7 micro-eV
Ground spin polarization = 0.1664
Upper/lower hole-doublet population = 0.00540
Ensemble linewidth assumed = 4.0 micro-eV
```
